# The entropic Landau quartic coefficient of two-state dipoles, derived twice

For $N$ dipoles per unit volume, each of fixed moment $p$ and free to point in one of two opposite directions, the mean-field free energy density is

$$f=f_0(T)+\tfrac12 aP^2+\tfrac14 bP^4+\tfrac16 cP^6+\dots,\qquad b=\frac{kT}{3N^3p^4}.$$

Here $P$ is the dipole polarization, $k$ is Boltzmann's constant, and the field is $E=\partial f/\partial P$ at fixed $T$. The companion coefficients are

$$a=\frac{k(T-T_0)}{Np^2},\qquad c=\frac{kT}{5N^5p^6}.$$

The factor 3 belongs to the convention $bP^4/4$; the full coefficient of $P^4$ is $b/4=kT/(12N^3p^4)$. SI units are used in the derivations.

The result holds at fixed volume and strain, for uniform $P$, and for an interaction energy that is quadratic in $P$ with a temperature-independent strength. The field $E$ is the macroscopic field, set by the voltage between electrodes, so no separate depolarization energy appears.

## First derivation: counting arrangements

Take $n$ dipoles, of which $n_+$ point up and $n_-$ point down. Define the alignment $m=(n_+-n_-)/n$. Since $n_++n_-=n$,

$$n_\pm=\frac{n(1\pm m)}2,\qquad P=Npm.$$

The number of arrangements with this alignment is $W=n!/(n_+!\,n_-!)$. For large $n$, Stirling's formula gives $\ln n!=n\ln n-n$ up to terms of order $\ln n$. The linear terms cancel because $-n+n_++n_-=0$, which leaves

$$\ln W=n\ln n-n_+\ln n_+-n_-\ln n_-.$$

Writing $\ln n_\pm=\ln n+\ln[(1\pm m)/2]$ cancels the remaining $n\ln n$. The entropy per dipole, in units of $k$, is therefore

$$s(m)=-\frac{1+m}2\ln\frac{1+m}2-\frac{1-m}2\ln\frac{1-m}2.$$

To expand it, differentiate. The two constants $-\frac12$ and $+\frac12$ from the product rule cancel, so

$$s'(m)=-\frac12\ln\frac{1+m}{1-m},\qquad s''(m)=-\frac1{1-m^2}=-(1+m^2+m^4+\dots).$$

The geometric series holds for $|m|<1$. Integrate twice, using $s'(0)=0$ and $s(0)=\ln2$:

$$s(m)=\ln2-\frac{m^2}2-\frac{m^4}{12}-\frac{m^6}{30}-\dots$$

Every term after the first is negative, because every term in the series for $s''$ is negative. Alignment therefore reduces the number of arrangements.

The energy comes next. Let the other dipoles produce an internal field $\lambda P$. The interaction energy density is $-\lambda P^2/2$; the half ensures that each pair is counted once. In mean field all arrangements with the same $P$ have this same energy, so their entropy is the counted one and

$$f=-\frac{\lambda P^2}2-NkT\,s\!\left(\frac P{Np}\right).$$

The minus sign before the entropy turns the negative terms of $s$ into positive terms of $f$:

$$f=-NkT\ln2-\frac{\lambda P^2}2+NkT\left[\frac{P^2}{2N^2p^2}+\frac{P^4}{12N^4p^4}+\frac{P^6}{30N^6p^6}+\dots\right].$$

Now match powers. The quadratic terms give

$$a=\frac{kT}{Np^2}-\lambda=\frac{k(T-T_0)}{Np^2},\qquad T_0=\frac{\lambda Np^2}k.$$

The quartic and sixth-order terms give

$$\frac b4=\frac{kT}{12N^3p^4}\ \Rightarrow\ b=\frac{kT}{3N^3p^4},\qquad \frac c6=\frac{kT}{30N^5p^6}\ \Rightarrow\ c=\frac{kT}{5N^5p^6}.$$

The interaction enters $a$ alone. It decides where the paraelectric state loses stability, while $b$ comes from the entropy lost on alignment beyond the quadratic term. Because $b$ and all the higher coefficients are positive, the transition in this model is continuous.

## Second derivation: the thermal average of one dipole

The same coefficient follows without counting arrangements. Put one dipole in the local field $E+\lambda P$. Its energies are $-p(E+\lambda P)$ when up and $+p(E+\lambda P)$ when down. With $x=p(E+\lambda P)/kT$, the Boltzmann average of its direction is

$$m=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh x.$$

Multiply by the denominator and collect exponentials: $e^x(1-m)=e^{-x}(1+m)$. Hence

$$x=\frac12\ln\frac{1+m}{1-m}=m+\frac{m^3}3+\frac{m^5}5+\dots,$$

because the even powers cancel between $\ln(1+m)$ and $\ln(1-m)$. Solve the definition of $x$ for the applied field and insert $m=P/(Np)$:

$$E=\frac{kT}p\,x-\lambda P=\left(\frac{kT}{Np^2}-\lambda\right)P+\frac{kT}{3N^3p^4}P^3+\frac{kT}{5N^5p^6}P^5+\dots$$

Differentiating the Landau form gives $E=aP+bP^3+cP^5+\dots$, since the factors $\frac12,\frac14,\frac16$ cancel the powers brought down. Comparison reproduces $a$, $b$ and $c$.

Setting $\lambda=0$ gives independent dipoles. Then $a=kT/(Np^2)$, but $b$ is unchanged. The quartic term therefore describes the saturation of a paramagnet-like set of dipoles, whether or not they order.

The number of allowed directions does matter. Suppose instead that each dipole can point anywhere on a sphere. With $u$ the cosine of its angle to the field, all $u$ from $-1$ to $1$ are equally weighted before the field acts, and

$$m=\frac{\int_{-1}^{1}u\,e^{xu}du}{\int_{-1}^{1}e^{xu}du}
=\frac{2x/3+x^3/15+\dots}{2+x^2/3+\dots}=\frac x3-\frac{x^3}{45}+\dots$$

To invert, try $x=3m+Bm^3$. The cubic terms require $B/3-27/45=0$, so $B=9/5$. Then $E=(kT/p)x-\lambda P$ gives $b=9kT/(5N^3p^4)$, which is $27/5$ times the two-state value at the same $T$, $N$ and $p$.

## What each derivation assumes

The counting derivation needs a large number of dipoles and an energy that depends on the arrangement through $P$ alone. It gives the whole free energy of dipole orientation, including $-NkT\ln2$. The thermal-average derivation needs no Stirling formula and no pair-counting factor. It replaces the fluctuating local field of a dipole by its mean, and it fixes $f$ after integration over $P$, up to $f_0(T)$.

Both neglect correlations between neighbours. This neglect is justified for an infinite-range interaction, in which every dipole couples equally to every other. At $T_0$, an arrangement then has the statistical weight

$$\exp\!\left[n\left(\frac{m^2}2+\frac{pE}{kT_0}m\right)\right],$$

and $W$ arrangements share each $m$. For large $n$ the sum over $m$ is dominated by terms close to the largest one. The condition for the largest term, $m+pE/kT_0+s'(m)=0$, is the mean-field equation at $T_0$. With $n=2\,000\,000$ and $pE/kT_0=0.01124$, the full sum gives $m=0.31635$; the mean-field equation gives $0.31636$.

Short-range forces change the answer. A solvable case is the interior of a tree: each dipole has $z$ neighbours, there are no closed loops, and a neighbouring pair has energy $-J\sigma\sigma'$ with $\sigma,\sigma'=\pm1$. Let $h=pE/kT$ and $t=\tanh(J/kT)$. Cut the bond between a dipole and one neighbour, and let $g$ be the total reduced field on that neighbour from $E$ and its other $z-1$ branches. Summing over the neighbour's two states gives $2\cosh(g+\sigma J/kT)$. As a function of $\sigma$ this is proportional to $e^{u\sigma}$, where

$$\tanh u=\frac{\cosh(g+J/kT)-\cosh(g-J/kT)}{\cosh(g+J/kT)+\cosh(g-J/kT)}=t\tanh g.$$

Deep in the tree all branches are alike, so $g=h+(z-1)u$. A dipole with all $z$ branches has $m=\tanh(h+zu)=\tanh(g+u)$. For small $g$,

$$u=tg-\frac{t(1-t^2)}3g^3+\dots,$$

$$h=g-(z-1)u=[1-(z-1)t]g+\frac{(z-1)t(1-t^2)}3g^3+\dots$$

At the critical point the linear term vanishes, so $t=1/(z-1)$ and $h=(1-t^2)g^3/3$. To leading order $m=(1+t)g$. Eliminating $g$ gives

$$h=\frac{1-t}{3(1+t)^2}\,m^3,\qquad \frac{b_{\rm tree}}b=\frac{1-t}{(1+t)^2},$$

because mean field has $h=m^3/3$ at its own critical point. The comparison holds $N$, $p$ and the critical temperature fixed, with $J$ adjusted to suit. The ratio is 0.56 for $z=6$, 0.76 for $z=12$ and 0.97 for $z=100$. It approaches 1 as $z\to\infty$, when each dipole feels many weak neighbours. The tree keeps the cubic law $h\propto m^3$ because it has no closed loops. A real lattice with nearest-neighbour forces does not keep it. On the simple cubic lattice, also $z=6$, the critical isotherm is $h\propto m^{\delta}$ with $\delta\approx4.8$, so the effective $b$ falls towards zero at the critical point instead of settling at 0.56 of the mean-field value.

## A worked example

Take the round values $N=20\ \mathrm{nm^{-3}}$, $p=2$ D and $T_0=430$ K. In SI units $p=6.671\times10^{-30}$ C m and $kT_0=5.937\times10^{-21}$ J. Therefore

$$b(T_0)=\frac{5.937\times10^{-21}}{3(2.0\times10^{28})^3(6.671\times10^{-30})^4}
=1.25\times10^{11}\ \mathrm{J\,m^5\,C^{-4}}.$$

As a test of the expansion, $b$ was also obtained from the factorials in $W$ for $10^6$ dipoles, using finite differences for the fourth derivative at $m=0$. The values are $1.24882\times10^{11}$ from counting and $1.24883\times10^{11}$ from the formula, in the same unit.

For fields in MV/cm and polarizations in μC/cm², multiply $b$ by $10^{-8}$ for the field and by $(10^{-2})^3$ for the cubed polarization. This gives $b=1.25\times10^{-3}\ \mathrm{(MV/cm)/(\mu C/cm^2)^3}$. The saturation polarization is $Np=13.3$ μC/cm².

### Polarization at the transition temperature

At $T_0$ the linear term vanishes and $E=bP^3$ to leading order. In a field of 0.10 MV/cm,

$$P=\left(\frac{0.10}{1.25\times10^{-3}}\right)^{1/3}=4.31\ \mathrm{\mu C/cm^2}.$$

The full mean-field equation gives 4.22 μC/cm², so the cubic law is 2.1 % too high relative to it. The next term explains most of the difference. Let $m_0$ be the cubic-law alignment, so that $m_0^3=3pE/kT_0$. Keeping the fifth-order term,

$$m^3\left(1+\frac{3m^2}5\right)=m_0^3\quad\Rightarrow\quad m\simeq m_0\left(1-\frac{m_0^2}5\right).$$

With $m_0=0.323$, the predicted reduction is $0.323^2/5=2.1\,\%$ of the cubic-law value.

### Spontaneous polarization below the transition

At $E=0$ the self-consistency condition is $\operatorname{artanh}m=(T_0/T)m$. Let $e=1-T/T_0$, so that $T_0/T=1/(1-e)$. Dividing by the nonzero $m$ and subtracting 1 gives

$$\frac{m^2}3+\frac{m^4}5+\dots=e+e^2+\dots$$

Insert $m^2=3e+Ae^2$. At second order $A/3+9/5=1$, hence $A=-12/5$ and

$$m^2=3e-\frac{12}5e^2+\dots$$

Two truncated Landau forms can be compared with this. If $b$ is held at $b(T_0)$, then $m^2=-a/[b(T_0)N^2p^2]=3e$. If the quartic form uses $b(T)$, then $m^2=3e/(1-e)=3e+3e^2+\dots$. Their leading errors in $m^2$ are $12e^2/5$ and $27e^2/5$. The constant coefficient is closer near $T_0$ because it omits two effects of opposite sign: the fall of $b$ on cooling, which raises $m^2$ by $3e^2$, and the sixth-order term, which lowers it by $27e^2/5$. Keeping the first without the second is inconsistent at order $e^2$.

At 420 K, constant $b$ gives 3.52 μC/cm², $b(T)$ gives 3.57, and the full equation gives 3.49. At 300 K the corresponding values are 12.7, 15.2 and 11.1 μC/cm². The $b(T)$ value at 300 K exceeds the saturation polarization, which is impossible for these dipoles. Even the constant-$b$ value is 15 % above the full mean-field result.

The size of the first omitted term is shown by the ratio of the sixth-order to the quartic energy,

$$\frac{m^6/30}{m^4/12}=\frac{2m^2}5.$$

It is 4 % at $m=0.32$, but 28 % at $m=0.83$, the full mean-field alignment at 300 K. There the still higher terms matter too: all the omitted terms together amount to 47 % of the quartic energy. The quartic theory is thus a theory of small alignment.

## Free strain and the real crystal

The formula for $b$ applies to a clamped crystal. Let a single strain $x$, with stiffness $C$, couple to $P^2$ through an electrostriction coefficient $Q$. The added energy density is $Cx^2/2-CQxP^2$. If the crystal is free of stress, minimizing over $x$ gives $x=QP^2$, and substitution gives

$$\frac{CQ^2P^4}2-CQ^2P^4=-\frac{CQ^2P^4}2,\qquad b_{\rm free}=b-2CQ^2.$$

For a rough stiffness of 30 GPa and a rough strain of 1 % at saturation, $Q=0.01/(0.1334)^2=0.56\ \mathrm{m^4/C^2}$. Then $2CQ^2=1.9\times10^{10}\ \mathrm{J\,m^5\,C^{-4}}$, and $b_{\rm free}/b=0.85$ at $T_0$. If the coupling were strong enough to make $b_{\rm free}$ negative while $c$ stayed positive, the transition would be discontinuous: at $a=0$ the quartic term would already lower the energy of a polarized state below that of $P=0$.

The parameters lie roughly in the regime of sodium nitrite, whose nitrite ions choose between two opposite orientations. They are not a fit. The moment $p$ is an effective one per formula unit, which includes ionic displacements and induced polarization. The isolated nitrite ion carries only about 0.4 D about its centre of mass, and for a charged ion this value depends on the origin chosen. The model's Curie constant, $Np^2/(k\epsilon_0)=7300$ K, is of the same order as the real one, which is roughly 5000 K. The internal-field constant is chosen to give $T_0$: it corresponds to $\epsilon_0\lambda=0.059$, whereas the Lorentz value of $1/3$ for point dipoles on cubic sites would give $T_0\simeq2400$ K. The real crystal has a weakly first-order transition and a narrow modulated phase, neither of which this model contains. It also breaks the assumptions of clamped strain and uncorrelated neighbours. On the estimates above, free strain lowers $b$ by 15 %, and nearest-neighbour correlations on a loop-free tree with $z=6$ lower it by 44 %. Since $P\propto b^{-1/3}$ at the transition temperature in a fixed field, these changes taken separately would raise the cubic-law polarization by about 6 % and 22 %. The tree figure shows the direction of the change only. It understates the effect for a short-range lattice with loops, and it is not a prediction for the crystal, whose dipolar forces are long-ranged and anisotropic.

Two further matters concern the field of 0.10 MV/cm. With a rough background susceptibility of 2, the electronic and ionic polarization driven directly by the applied field is $2\epsilon_0E=0.018$ μC/cm², or 0.4 % of the dipole part. This is not the whole background: the internal field $\lambda P$ is about 28 times $E$ here, and any polarization it induces in the electrons and ions must either be included in an effective moment $p$ or be added separately. The field is also a tenth of an assumed breakdown field of 1 MV/cm. That value is not a measurement on this crystal near 430 K, so whether a real sample would withstand the field is left open.

## Values computed for the example and the checks

```
INPUTS (round model values, rough sodium nitrite regime)
dipole density N = 20.0 nm^-3
dipole moment p = 2.00 D = 6.6713e-30 C m
transition temperature T0 = 430.0 K
COEFFICIENTS
thermal energy k T0 = 5.9368e-21 J
saturation polarization N p = 13.343 uC/cm^2
internal-field constant lam = 6.6697e+09 V m/C
epsilon_0 lam = 0.0591 (dimensionless)
Curie constant N p^2/(k eps0) = 7281 K
b(T0) from formula = 1.24883e+11 J m^5/C^4
b(T0) from counting = 1.24882e+11 J m^5/C^4
b(T0) = 1.2488e-03 (MV/cm)/(uC/cm^2)^3
c(T0) = 4.2090e+12 J m^9/C^6
b(300 K)/b(T0) = 0.6977
POLARIZATION AT T0 IN A FIELD
applied field E = 0.10 MV/cm
p E/(k T0) = 0.01124
P from cubic law = 4.310 uC/cm^2
alignment m from cubic law = 0.3230
P from full mean field = 4.221 uC/cm^2
alignment m from full mean field = 0.31636
m from infinite-range sum = 0.31635, n = 2000000
cubic-law excess = 2.11 %
SPONTANEOUS POLARIZATION (uC/cm^2)
420 K, constant b(T0): 3.524
420 K, b(T) in quartic: 3.566
420 K, full mean field: 3.491
420 K, constant-b error: 0.94 %
300 K, constant b(T0): 12.707
300 K, b(T) in quartic: 15.213
300 K, full mean field: 11.086
300 K, constant-b error: 14.62 %
e^2 coefficient of m^2 at e = 0.01: -2.3993
NEGLECTED EFFECTS
rough stiffness = 30 GPa
rough strain at saturation = 1.0 %
electrostriction Q = 0.5617 m^4/C^2
b_free/b with free strain = 0.8484
b_tree/b for z = 6: 0.5556
b_tree/b for z = 12: 0.7640
b_tree/b for z = 100: 0.9703
rough background susceptibility = 2.0
background polarization = 0.0177 uC/cm^2
background/dipole P = 0.42 %
rough breakdown field = 1.0 MV/cm
applied/breakdown field = 0.10
```
